# Meyerhofer's inverse-square-root law for spun resist thickness: verification in Python

```python
# Result under test: a spun resist film that first only flows out and then only
# dries ends with thickness
#   h_f = c0 * (3 nu0 e / (2 (1 - c0) omega^2))^(1/3),
# which scales as omega^(-1/2) when the evaporation speed e scales as omega^(1/2).
# c0: initial solids volume fraction; nu0: initial kinematic viscosity;
# e: solvent volume lost per area and time; omega: angular speed of the disk.
# The coupled models let outflow and evaporation act together. SI units inside.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_bvp, solve_ivp, trapezoid, cumulative_trapezoid

# Rough round parameters, regime of micrometre-thick photoresist on a wafer
c0 = 0.20
nu0 = 2.0e-5             # m2/s
h0 = 1.0e-4              # m, starting thickness
density = 1000.0         # kg/m3, solution and solvent
temperature = 295.0      # K
vapour_torr = 4.0
molar_mass = 0.130       # kg/mol, solvent
d_vapour = 7.0e-6        # m2/s, solvent vapour in air
nu_air = 1.5e-5          # m2/s
density_air = 1.2        # kg/m3
visc_slope = 20.0        # d ln(nu) / dc
chi = 0.4                # Flory-Huggins parameter
d_film0 = 1.0e-10        # m2/s, solvent diffusion in the fresh film
d_slope = 6.0            # -d ln(D) / dc
wafer_radius = 0.075     # m
residual = 0.05          # solvent fraction at which the drying run is stopped
speeds = [1500, 3000, 6000]
omegas = [2 * np.pi * s / 60 for s in speeds]


def air_layer(omega):
    """Solve air flow and vapour diffusion over the disk, in mm and ms.
    Returns wall vapour gradient (1/m), radial wall shear / r (1/(m s)),
    and the wall gradient found separately by quadrature (1/m)."""
    nu, diff, om, top = nu_air * 1e3, d_vapour * 1e3, omega * 1e-3, 5.0

    def rhs(z, y):
        f, fp, g, gp, w, c, cp = y
        return np.vstack([fp, (f * f - g * g + w * fp) / nu, gp,
                          (2 * f * g + w * gp) / nu, -2 * f, cp, w * cp / diff])

    def bc(a, b):
        return np.array([a[0], a[2] - om, a[4], a[5] - 1, b[0], b[2], b[5]])

    z = top * np.linspace(0, 1, 240) ** 1.5
    delta = np.sqrt(nu / om)
    s, k = z / delta, 1.1
    decay = np.exp(-k * s)
    guess = np.vstack([0.5 * om * s * decay,
                       0.5 * om * (1 - k * s) * decay / delta,
                       om * np.exp(-0.7 * s),
                       -0.7 * om * np.exp(-0.7 * s) / delta,
                       -np.sqrt(nu * om) * (1 - (1 + k * s) * decay) / k**2,
                       np.exp(-0.55 * s), -0.55 * np.exp(-0.55 * s) / delta])
    sol = solve_bvp(rhs, bc, z, guess, tol=1e-6, max_nodes=20000)
    assert sol.success
    fine = np.linspace(0, top, 20001)
    inner = cumulative_trapezoid(sol.sol(fine)[4] / diff, fine, initial=0)
    quadrature = 1 / trapezoid(np.exp(inner), fine)
    return -sol.y[6, 0] * 1e3, sol.y[1, 0] * 1e6, quadrature * 1e3


def switch_model(omega, evap, c):
    wet = (3 * nu0 * evap / (2 * (1 - c) * omega**2)) ** (1 / 3)
    return wet, c * wet


def constant_viscosity(c):
    return nu0


def rising_viscosity(c):
    return nu0 * np.exp(visc_slope * (c - c0))


def solvent_activity(c):
    return (1 - c) * np.exp(c + chi * c * c)


def coupled(omega, evap, c_start, visc, activity=None, drag=0.0, left=0.0):
    """Well-mixed film with simultaneous outflow and evaporation.
    Returns dry thickness, time, and solids when total outflow equals evap
    at the initial viscosity."""
    cross = (3 * nu0 * evap / (2 * omega**2)) ** (1 / 3)

    def rhs(t, y):
        h = y[0] + y[1]
        c = y[0] / h
        thin = (2 * omega**2 * h * h / 3 + drag * h) / visc(c)
        loss = evap if activity is None else evap * activity(c)
        return [-y[0] * thin, -y[1] * thin - loss]

    def dry(t, y):
        return (y[1] - left * (y[0] + y[1])) * 1e6

    def crossing(t, y):
        return (y[0] + y[1] - cross) * 1e6
    dry.terminal = True
    sol = solve_ivp(rhs, (0, 2000), [c_start * h0, (1 - c_start) * h0],
                    method="LSODA", rtol=1e-9, atol=1e-15,
                    events=[dry, crossing])
    assert sol.status == 1
    return sol.y_events[0][0][0], sol.t_events[0][0], sol.y_events[1][0][0]


def resolved(omega, evap, drag, d_start, cells=24):
    """Film with solvent diffusion and viscosity resolved through its depth."""
    dx = 1 / cells
    faces = np.linspace(0, 1, cells + 1)
    mid = (faces[1:] + faces[:-1]) / 2

    def rhs(t, y):
        q, h = y[:-1], y[-1]
        c = q / h
        shear = (omega**2 * h * (1 - mid) + drag) / rising_viscosity(c)
        u_face = np.concatenate([[0], np.cumsum(shear) * h * dx])
        u = (u_face[1:] + u_face[:-1]) / 2
        w = np.concatenate([[0], -2 * np.cumsum(u) * h * dx])
        h_rate = w[-1] - evap * solvent_activity(c[-1])
        c_face = (c[1:] + c[:-1]) / 2
        diff = d_start * np.exp(-d_slope * (c_face - c0))
        flux = np.zeros(cells + 1)
        flux[1:-1] = (c_face * (w[1:-1] - faces[1:-1] * h_rate)
                      - diff * (c[1:] - c[:-1]) / (h * dx))
        return np.append(-np.diff(flux) / dx - 2 * u * q, h_rate)

    def dry(t, y):
        return 1 - residual - np.mean(y[:-1]) / y[-1]
    dry.terminal = True
    start = np.append(np.full(cells, c0 * h0), h0)
    sol = solve_ivp(rhs, (0, 2000), start, method="LSODA", rtol=1e-7,
                    atol=1e-13, events=dry)
    assert sol.status == 1
    return np.mean(sol.y_events[0][0][:-1])


def exponent(low, high):
    return np.log(high / low) / np.log(omegas[2] / omegas[0])


# Thinning law from a finite-difference velocity profile and its divergence
def radial_flux(r, h, omega, n=400):
    dz = h / n
    a = -2 * np.eye(n) + np.eye(n, k=1) + np.eye(n, k=-1)
    a[-1, -2] = 2.0
    v = np.linalg.solve(a, np.full(n, -omega**2 * r * dz**2 / nu0))
    return trapezoid(np.append(0, v), dx=dz)


om = omegas[1]
r, dr, h_test = 0.03, 0.001, 5e-6
rate = ((r + dr) * radial_flux(r + dr, h_test, om)
        - (r - dr) * radial_flux(r - dr, h_test, om)) / (2 * dr * r)
assert abs(rate / (2 * om**2 * h_test**3 / (3 * nu0)) - 1) < 1e-5

# Evaporation speed from the air flow, solved separately at each speed
air = [air_layer(w) for w in omegas]
pressure = vapour_torr * const.torr
vapour_ratio = pressure * molar_mass / (const.R * temperature * density)
evaps = [d_vapour * a[0] * vapour_ratio for a in air]
drags = [density_air * nu_air * a[1] / density for a in air]
for a in air:
    assert abs(a[0] / a[2] - 1) < 1e-3
evap_exponent = exponent(evaps[0], evaps[2])
assert abs(evap_exponent - 0.5) < 1e-3
e = evaps[1]

# Switch point found by integrating outflow until the two rates match
wet, dry_switch = switch_model(om, e, c0)


def rates_match(t, y):
    return (1 - c0) * 2 * om**2 * y[0]**3 / (3 * nu0 * e) - 1


rates_match.terminal = True
out = solve_ivp(lambda t, y: [-2 * om**2 * y[0]**3 / (3 * nu0)], (0, 1000),
                [h0], method="LSODA", rtol=1e-10, atol=1e-16, events=rates_match)
t_out = 3 * nu0 / (4 * om**2) * (1 / wet**2 - 1 / h0**2)
t_dry = (1 - c0) * wet / e
assert abs(out.y_events[0][0][0] / wet - 1) < 1e-5
assert abs(out.t_events[0][0] / t_out - 1) < 1e-5
# The factor two holds up to the small finite-start term (wet/h0)^2
assert abs(t_dry / out.t_events[0][0] - 2) < 3 * (wet / h0)**2

# Constant-viscosity coupled result against its closed form
H = (3 * nu0 * e / (2 * om**2)) ** (1 / 3)
for c in (0.01, 0.2, 0.5):
    film, _, at_cross = coupled(om, e, c, constant_viscosity)
    k = c**3 * (h0 / H)**3 / (1 + (h0 / H)**3)
    assert abs(film / (H * (k / (1 - k)) ** (1 / 3)) - 1) < 1e-5
    ratio = switch_model(om, e, c)[1] / film
    # Tolerance covers the finite starting thickness
    assert abs(ratio / (1 + c + c * c) ** (1 / 3) - 1) < 5e-4
    assert abs(at_cross / (2 ** (1 / 3) * c * H) - 1) < 5e-4
film_const, time_const, solids_cross = coupled(om, e, c0, constant_viscosity)

# Exponent for several evaporation laws, with rising viscosity
slopes = []
for p in (0.0, 0.5, 1.0):
    ends = [coupled(w, e * (w / om)**p, c0, rising_viscosity)[0]
            for w in (omegas[0], omegas[2])]
    slopes.append(exponent(*ends))
    # Tolerance covers the finite starting thickness
    assert abs(slopes[-1] + (2 - p) / 3) < 2e-3

# Fuller models, with evaporation and drag from the solved air flow
rising = [coupled(w, ev, c0, rising_viscosity) for w, ev in zip(omegas, evaps)]
active = coupled(om, e, c0, rising_viscosity, solvent_activity, 0.0, residual)[0]
full = [coupled(w, ev, c0, rising_viscosity, solvent_activity, b, residual)[0]
        for w, ev, b in zip(omegas, evaps, drags)]
full_exponent = exponent(full[0], full[2])
assert abs(full_exponent + 0.5) < 2e-3
mixed_limit = resolved(om, e, drags[1], 1000 * d_film0)
assert abs(mixed_limit / full[1] - 1) < 5e-3   # depth-grid error
deep = [resolved(w, ev, b, d_film0) for w, ev, b in zip(omegas, evaps, drags)]
deep_exponent = exponent(deep[0], deep[2])
assert abs(deep_exponent + 0.5) < 5e-3         # finite start and depth grid

# Sizes of effects left out; cooling bound ignores heat supplied by the air
latent, flow_barrier, wafer_heat = 45e3, 20e3, 1200.0   # J/mol, J/mol, J/(m2 K)
cooling = [density * latent / molar_mass * ev * run[1] / wafer_heat
           for ev, run in zip(evaps, rising)]
per_kelvin = 1 / (const.R * temperature**2)
cool_evap = -latent * per_kelvin * cooling[1] / 3
cool_visc = flow_barrier * per_kelvin * cooling[1] / 3
cool_slope = ((flow_barrier - latent) * per_kelvin / 3
              * (cooling[2] - cooling[0]) / np.log(omegas[2] / omegas[0]))
re_edge = wafer_radius**2 * om / nu_air
re_limit = 3e5           # rough onset of turbulent air over a disk
rpm_limit = re_limit * nu_air / wafer_radius**2 * 60 / (2 * np.pi)

print(f"solids fraction c0 = {c0:.2f}; viscosity nu0 = {nu0*1e6:.0f} mm2/s")
print(f"starting thickness = {h0*1e6:.0f} um; density = {density:.0f} kg/m3")
print(f"vapour pressure = {vapour_torr:.1f} Torr; temperature = {temperature:.0f} K")
print(f"solvent molar mass = {molar_mass*1e3:.0f} g/mol")
print(f"vapour diffusivity = {d_vapour*1e6:.1f} mm2/s")
print(f"air viscosity = {nu_air*1e6:.1f} mm2/s; density = {density_air:.1f} kg/m3")
print(f"Schmidt number = {nu_air/d_vapour:.3f}")
print(f"saturated vapour / liquid density = {vapour_ratio:.3e}")
print(f"air length sqrt(nu_air/omega), 3000 rpm = {np.sqrt(nu_air/om)*1e6:.1f} um")
print(f"vapour wall-gradient coefficient = {air[1][0]*np.sqrt(nu_air/om):.4f}")
print(f"radial air-shear coefficient = {air[1][1]*np.sqrt(nu_air/om)/om:.4f}")
print(f"evaporation exponent from air flow = {evap_exponent:.4f}")
for s, w, ev in zip(speeds, omegas, evaps):
    a, b = switch_model(w, ev, c0)
    print(f"{s} rpm: omega = {w:.2f} rad/s, e = {ev*1e6:.4f} um/s")
    print(f"{s} rpm: switch at {a*1e6:.3f} um, dry film {b*1e9:.1f} nm")
print(f"3000 rpm: outflow time = {t_out:.2f} s; drying time = {t_dry:.2f} s")
print(f"3000 rpm: length scale H = {H*1e6:.3f} um")
print(f"coupled, constant viscosity: {film_const*1e9:.1f} nm in {time_const:.2f} s")
print(f"switch / coupled constant-viscosity film = {dry_switch/film_const:.4f}")
print(f"solids lost after h = H = {100*(1-film_const/solids_cross):.1f} %")
print(f"viscosity slope = {visc_slope:.0f}; chi = {chi:.1f}; stop at {residual:.2f} solvent")
print(f"coupled, rising viscosity: {rising[1][0]*1e9:.1f} nm")
print(f"rising-viscosity / switch film = {rising[1][0]/dry_switch:.4f}")
print(f"adding solvent activity: {active*1e9:.1f} nm")
print(f"adding air drag: {full[1]*1e9:.1f} nm")
print(f"film diffusivity at c0 = {d_film0*1e12:.0f} um2/s; log slope = -{d_slope:.0f}")
print("depth-resolved film, 1500/3000/6000 rpm = "
      + " / ".join(f"{x*1e9:.1f}" for x in deep) + " nm")
print(f"exponents for e ~ omega^0, ^0.5, ^1 = "
      + ", ".join(f"{x:.4f}" for x in slopes))
print(f"exponent with activity and drag = {full_exponent:.4f}")
print(f"exponent with depth-resolved diffusion = {deep_exponent:.4f}")
print(f"Peclet number e*h/D at switch = {e*wet/d_film0:.4f}")
print(f"air drag / centrifugal thinning at switch = {1.5*drags[1]/(om**2*wet):.4f}")
print(f"inertia (omega h^2/nu)^2: start {(om*h0**2/nu0)**2:.2e}, "
      f"switch {(om*wet**2/nu0)**2:.2e}")
print(f"finite-start thickness error (H/h0)^3/3 = {(H/h0)**3/3:.2e}")
print(f"latent heat = {latent/1e3:.0f} kJ/mol; flow barrier = {flow_barrier/1e3:.0f} kJ/mol")
print(f"wafer heat capacity = {wafer_heat:.0f} J/(m2 K)")
print("cooling without air heating, 1500/3000/6000 rpm = "
      + " / ".join(f"{x:.2f}" for x in cooling) + " K")
print(f"thickness change by cooling: evaporation {100*cool_evap:.2f} %, "
      f"viscosity {100*cool_visc:.2f} %")
print(f"exponent shift by cooling = {cool_slope:+.4f}")
print(f"vapour pressure / atmosphere = {pressure/const.atm:.4f}")
print(f"edge shear rate at switch = {om**2*wafer_radius*wet/nu0:.0f} 1/s")
print(f"wafer radius = {wafer_radius*1e3:.0f} mm; edge air Reynolds = {re_edge:.3e}")
print(f"rough turbulence onset {re_limit:.0e} reached at {rpm_limit:.0f} rpm")
print("all tests passed")
```

Running it gives:

```
solids fraction c0 = 0.20; viscosity nu0 = 20 mm2/s
starting thickness = 100 um; density = 1000 kg/m3
vapour pressure = 4.0 Torr; temperature = 295 K
solvent molar mass = 130 g/mol
vapour diffusivity = 7.0 mm2/s
air viscosity = 15.0 mm2/s; density = 1.2 kg/m3
Schmidt number = 2.143
saturated vapour / liquid density = 2.827e-05
air length sqrt(nu_air/omega), 3000 rpm = 218.5 um
vapour wall-gradient coefficient = 0.5842
radial air-shear coefficient = 0.5102
evaporation exponent from air flow = 0.5000
1500 rpm: omega = 157.08 rad/s, e = 0.3740 um/s
1500 rpm: switch at 8.284 um, dry film 1656.8 nm
3000 rpm: omega = 314.16 rad/s, e = 0.5290 um/s
3000 rpm: switch at 5.858 um, dry film 1171.5 nm
6000 rpm: omega = 628.32 rad/s, e = 0.7481 um/s
6000 rpm: switch at 4.142 um, dry film 828.4 nm
3000 rpm: outflow time = 4.41 s; drying time = 8.86 s
3000 rpm: length scale H = 5.438 um
coupled, constant viscosity: 1090.4 nm in 10.36 s
switch / coupled constant-viscosity film = 1.0744
solids lost after h = H = 20.4 %
viscosity slope = 20; chi = 0.4; stop at 0.05 solvent
coupled, rising viscosity: 1479.6 nm
rising-viscosity / switch film = 1.2630
adding solvent activity: 1474.5 nm
adding air drag: 1462.9 nm
film diffusivity at c0 = 100 um2/s; log slope = -6
depth-resolved film, 1500/3000/6000 rpm = 2031.1 / 1436.3 / 1015.7 nm
exponents for e ~ omega^0, ^0.5, ^1 = -0.6663, -0.4998, -0.3332
exponent with activity and drag = -0.4998
exponent with depth-resolved diffusion = -0.4999
Peclet number e*h/D at switch = 0.0310
air drag / centrifugal thinning at switch = 0.0343
inertia (omega h^2/nu)^2: start 2.47e-02, switch 2.90e-07
finite-start thickness error (H/h0)^3/3 = 5.36e-05
latent heat = 45 kJ/mol; flow barrier = 20 kJ/mol
wafer heat capacity = 1200 J/(m2 K)
cooling without air heating, 1500/3000/6000 rpm = 2.67 / 1.89 / 1.34 K
thickness change by cooling: evaporation -3.93 %, viscosity 1.74 %
exponent shift by cooling = +0.0111
vapour pressure / atmosphere = 0.0053
edge shear rate at switch = 2168 1/s
wafer radius = 75 mm; edge air Reynolds = 1.178e+05
rough turbulence onset 3e+05 reached at 7639 rpm
all tests passed
```
